# The Field Inside a Spherical Air Pore in a Dielectric: a program that tests the result

```python
"""Field inside an empty spherical pore in a uniform dielectric.

Result under test: E_in = F * E0, with F = 3k/(2k+1).
k    : relative permittivity of the dielectric (the pore has permittivity 1)
E0   : uniform macroscopic field in the dielectric far from the pore, along z
a    : pore radius;  beta = (k-1)/(2k+1) = F - 1
p    : dipole moment of the bound wall charge, p = -beta a^3 E0
R    : radius of a finite dielectric cell with surface potential -E0 z
f    : pore volume fraction (a/R)^3 of that cell; E_in/E0 = F/(1 + beta f)
Tests use reduced units a = E0 = 1 and Coulomb constant 1.
"""
import numpy as np
from scipy import constants, sparse
from scipy.sparse.linalg import spsolve


def pore_factor(k):
    return 3.0 * k / (2.0 * k + 1.0)


def contrast(k):
    return (k - 1.0) / (2.0 * k + 1.0)


def chain_matrix(conductance):
    """Conservation matrix of a chain of cells joined by conductances."""
    diagonal = np.append(conductance, 0.0) + np.append(0.0, conductance)
    return sparse.diags([-conductance, diagonal, -conductance], [-1, 0, 1])


def solve_potential(k, outer_radius, n_inside=40, n_theta=90):
    """Finite-volume solution of div(eps grad phi) = 0, axial symmetry."""
    n_outside = int(np.ceil(n_inside * np.log(outer_radius)))
    faces = np.concatenate((np.linspace(0.0, 1.0, n_inside + 1),
                            np.geomspace(1.0, outer_radius, n_outside + 1)[1:]))
    widths = np.diff(faces)
    radius = 0.5 * (faces[1:] + faces[:-1])
    permittivity = np.where(radius < 1.0, 1.0, k)
    theta_faces = np.linspace(0.0, np.pi, n_theta + 1)
    theta = 0.5 * (theta_faces[1:] + theta_faces[:-1])
    solid_weight = -np.diff(np.cos(theta_faces))
    half_resistance = 0.5 * widths / permittivity
    radial = faces[1:-1]**2 / (half_resistance[:-1] + half_resistance[1:])
    boundary = outer_radius**2 / half_resistance[-1]
    boundary_diagonal = np.zeros(len(radius))
    boundary_diagonal[-1] = boundary
    radial_matrix = chain_matrix(radial) + sparse.diags(boundary_diagonal)
    polar_matrix = chain_matrix(np.sin(theta_faces[1:-1]))
    polar_scale = permittivity * widths / (theta_faces[1] - theta_faces[0])
    matrix = (sparse.kron(radial_matrix, sparse.diags(solid_weight))
              + sparse.kron(sparse.diags(polar_scale), polar_matrix))
    source = np.zeros((len(radius), n_theta))
    source[-1] = -boundary * solid_weight * outer_radius * np.cos(theta)
    potential = spsolve(matrix.tocsc(), source.ravel())
    return radius, theta, potential.reshape(len(radius), n_theta)


# Differential equation against the closed formulas, isolated and finite cell.
# The tolerance 5e-3 covers the second-order grid error (cell width 0.025 a).
GRID_TOL = 5e-3
grid_results = []
for k_test, cell_radius in ((1.5, 20.0), (2.5, 20.0), (4.0, 20.0),
                            (12.0, 20.0), (2.5, 2.0), (12.0, 2.0)):
    r, th, phi = solve_potential(k_test, cell_radius)
    z = r[:, None] * np.cos(th)[None, :]
    inside = r < 1.0
    local_factor = -phi[inside] / z[inside]
    beta_test = contrast(k_test)
    background = 1.0 / (1.0 + beta_test / cell_radius**3)
    if cell_radius > 10.0:
        expected = pore_factor(k_test)
    else:
        expected = pore_factor(k_test) * background
    assert np.max(np.abs(local_factor - expected)) < GRID_TOL
    r_out = r[~inside][:, None]
    phi_out = -background * z[~inside] * (1.0 + beta_test / r_out**3)
    assert np.max(np.abs(phi[~inside] - phi_out) / r_out) < GRID_TOL
    grid_results.append((k_test, cell_radius, local_factor.mean(), expected,
                         np.ptp(local_factor)))


# Coulomb field of the bound wall charge, by direct surface integration.
mu, mu_weight = np.polynomial.legendre.leggauss(80)
n_azimuth = 160
azimuth = 2.0 * np.pi * np.arange(n_azimuth) / n_azimuth
MU, AZ = np.meshgrid(mu, azimuth, indexing="ij")
SINE = np.sqrt(1.0 - MU**2)
wall = np.stack((SINE * np.cos(AZ), SINE * np.sin(AZ), MU), axis=-1)
area = np.repeat(mu_weight[:, None], n_azimuth, axis=1) * 2 * np.pi / n_azimuth
z_axis = np.array([0.0, 0.0, 1.0])


def outside_field(point, k):
    distance = np.linalg.norm(point)
    unit = point / distance
    dipole = -contrast(k) * z_axis
    return z_axis + (3.0 * (dipole @ unit) * unit - dipole) / distance**3


for k_test in (2.5, 12.0):
    charge = -3.0 * contrast(k_test) / (4.0 * np.pi) * MU * area
    dipole_sum = np.sum(charge[..., None] * wall, axis=(0, 1))
    assert np.allclose(dipole_sum, -contrast(k_test) * z_axis, atol=1e-10)
    for point in ([0, 0, 0], [0.3, 0.1, 0.4], [-0.5, 0.2, -0.1],
                  [1.6, 0.2, 0.3], [0.4, -0.3, 1.7], [1.1, 0.9, -1.0]):
        point = np.array(point, dtype=float)
        separation = point - wall
        cube = np.sum(separation**2, axis=-1)**1.5
        total = z_axis + np.sum((charge / cube)[..., None] * separation,
                                axis=(0, 1))
        if np.linalg.norm(point) < 1.0:
            target = pore_factor(k_test) * z_axis
        else:
            target = outside_field(point, k_test)
        assert np.allclose(total, target, atol=1e-8)

# Largest field in the solid: scan distance and polar angle.
k = 2.5
scan = []
for distance in np.linspace(1.0, 4.0, 61):
    for angle in np.linspace(0.0, np.pi, 91):
        place = distance * np.array([np.sin(angle), 0.0, np.cos(angle)])
        scan.append((np.linalg.norm(outside_field(place, k)), distance, angle))
largest, largest_distance, largest_angle = max(scan)
assert abs(largest - pore_factor(k)) < 1e-10
assert abs(largest_distance - 1.0) < 1e-12
assert abs(largest_angle - np.pi / 2) < 1e-10
pole_ratio = np.linalg.norm(outside_field(z_axis, k))
assert abs(pole_ratio - pore_factor(k) / k) < 1e-12

# Slab in a vacuum field: iterate polarization and its two charge sheets.
slab_field = 1.0
for _ in range(400):
    sheet_charge = (k - 1.0) / (4.0 * np.pi) * slab_field
    updated = 1.0 - 2.0 * (2.0 * np.pi * sheet_charge)
    slab_field += 0.2 * (updated - slab_field)
assert abs(slab_field - 1.0 / k) < 1e-12

# Worked example with round model parameters.
radius_A = 20.0
field_0 = 0.02
coulomb = constants.e / (4 * np.pi * constants.epsilon_0) * 1e10
hartree_eV = constants.physical_constants["Hartree energy in eV"][0]
bohr_A = constants.physical_constants["Bohr radius"][0] * 1e10
atomic_field = hartree_eV / bohr_A
factor, beta = pore_factor(k), contrast(k)
field_in = factor * field_0
wall_charge = 3.0 * beta * field_0 / (4.0 * np.pi * coulomb)
dipole_eA = -beta * radius_A**3 * field_0 / coulomb
fraction = 1.0 / 2.0**3
finite_factor = factor / (1.0 + beta * fraction)

print("Finite-volume test: mean pore factor, formula, spread in pore")
for k_row, cell, mean, formula, spread in grid_results:
    print(f"  k={k_row:4.1f} R/a={cell:4.1f}: {mean:.4f} {formula:.4f} "
          f"{spread:.1e}")
print(f"Permittivity k (dimensionless): {k:.1f}")
print(f"Pore radius a: {radius_A:.1f} angstrom")
print(f"Far field E0 in dielectric: {field_0:.4f} eV/(e angstrom)")
print(f"Factor F (dimensionless): {factor:.4f}")
print(f"Fractional increase beta (dimensionless): {beta:.4f}")
print(f"Pore field E_in: {field_in:.4f} eV/(e angstrom)")
print(f"Pore field E_in: {field_in / atomic_field:.4e} atomic units")
print(f"Atomic unit of field: {atomic_field:.4f} eV/(e angstrom)")
print(f"Field in solid at pole: {pole_ratio * field_0:.4f} eV/(e angstrom)")
print(f"Field in solid at equator: {largest * field_0:.4f} eV/(e angstrom)")
print(f"Energy drop over 2a, with pore: {2*radius_A*field_in:.4f} eV")
print(f"Energy drop over 2a, no pore: {2*radius_A*field_0:.4f} eV")
print(f"Coulomb constant e^2/(4 pi eps0): {coulomb:.4f} eV angstrom")
print(f"Peak wall charge magnitude: {wall_charge:.4e} e/angstrom^2")
print(f"Pore dipole p along E0: {dipole_eA:.4f} e angstrom")
print(f"Pore fraction f at R=2a (dimensionless): {fraction:.4f}")
print(f"Factor E_in/E0 at R=2a (dimensionless): {finite_factor:.4f}")
print(f"Pore field at R=2a: {finite_factor*field_0:.4f} eV/(e angstrom)")
print(f"Slab ratio E0/E_ext (dimensionless): {slab_field:.4f}")
print(f"Pore ratio E_in/E_ext (dimensionless): {factor*slab_field:.4f}")
print(f"Pore field if E_ext=0.02: {factor*slab_field*field_0:.4f} "
      "eV/(e angstrom)")
print("success")
```

It prints:

```
Finite-volume test: mean pore factor, formula, spread in pore
  k= 1.5 R/a=20.0: 1.1256 1.1250 6.5e-04
  k= 2.5 R/a=20.0: 1.2508 1.2500 7.2e-04
  k= 4.0 R/a=20.0: 1.3342 1.3333 7.7e-04
  k=12.0 R/a=20.0: 1.4409 1.4400 8.3e-04
  k= 2.5 R/a= 2.0: 1.2125 1.2121 7.0e-04
  k=12.0 R/a= 2.0: 1.3654 1.3649 7.9e-04
Permittivity k (dimensionless): 2.5
Pore radius a: 20.0 angstrom
Far field E0 in dielectric: 0.0200 eV/(e angstrom)
Factor F (dimensionless): 1.2500
Fractional increase beta (dimensionless): 0.2500
Pore field E_in: 0.0250 eV/(e angstrom)
Pore field E_in: 4.8617e-04 atomic units
Atomic unit of field: 51.4221 eV/(e angstrom)
Field in solid at pole: 0.0100 eV/(e angstrom)
Field in solid at equator: 0.0250 eV/(e angstrom)
Energy drop over 2a, with pore: 1.0000 eV
Energy drop over 2a, no pore: 0.8000 eV
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
Peak wall charge magnitude: 8.2895e-05 e/angstrom^2
Pore dipole p along E0: -2.7778 e angstrom
Pore fraction f at R=2a (dimensionless): 0.1250
Factor E_in/E0 at R=2a (dimensionless): 1.2121
Pore field at R=2a: 0.0242 eV/(e angstrom)
Slab ratio E0/E_ext (dimensionless): 0.4000
Pore ratio E_in/E_ext (dimensionless): 0.5000
Pore field if E_ext=0.02: 0.0100 eV/(e angstrom)
success
```
